\section*{Attachment-limited electromigration bunching: square-root coarsening and the first pairing correction}

\section{The scaling argument}

Consider a staircase of straight steps whose mean terrace width $l_0$ is fixed. If the steps gather into bunches of $N$ steps, the mean separation of bunches is $\Lambda=Nl_0$, because no steps are created or lost. Let an electric force push adatoms from terrace to terrace, and let attachment at the steps be the slow process. The drift flux is then proportional to terrace width. Let $r$ be the constant that converts this flux, per unit width, into a rate of change of terrace width.

Multiply every bunch size and every wide terrace by a factor $b$. The mean flux, measured by the step advance it can feed, stays at $rl_0$, since it is fixed by the mean terrace width. A bunch of $N$ steps shares a flux difference of this order among its steps and so moves at a speed of order $rl_0/N$. To meet its neighbour it must travel a distance of order $Nl_0$. The time needed is of order $N^2/r$, and therefore
\begin{equation}
\Lambda=l_0\,(C r t)^{1/2},
\label{law}
\end{equation}
with $C$ a pure number.

Step repulsion does not appear here. It balances the drift inside a bunch and sets the bunch width, but that balance does not set the clock. The argument assumes compact bunches and a population that looks the same at all late times apart from its scale. The first assumption is derived below for large $N$; the second is not tested directly, but its consequence, the growth of $\Lambda$, is compared with a simulation.

\section{From adatoms to step equations}

The steps descend along $+x$, step $n$ is at $x_n$, and $l_n=x_{n+1}-x_n$. The steps are impermeable: an atom crosses one only by attaching and being emitted again. Growth flux and sublimation are absent. Let $F>0$ be the step-down force, $f=F/kT$, $D$ the diffusion constant, $k$ the attachment coefficient (in the product $kT$ it is Boltzmann's constant) and $d=D/k$. On a terrace the steady flux is $J_n=-D(c'-fc)$. Integrating across the terrace, with $c$ replaced by its reference value $c_0$ in the weak drift term, gives
\begin{equation}
J_n l_n=-D(c_R-c_L)+Dfc_0l_n .
\end{equation}
If $c_n$ is the equilibrium density at step $n$, attachment requires
\begin{equation}
J_n=k(c_n-c_L),\qquad J_n=k(c_R-c_{n+1}).
\end{equation}
Their sum gives $c_R-c_L=2J_n/k-c_n+c_{n+1}$. Inserting this and collecting $J_n$,
\begin{equation}
J_n=\frac{k\,[\,c_n-c_{n+1}+fc_0l_n\,]}{2+l_n/d}.
\label{flux}
\end{equation}

The repulsion energy per step length is $E=\sum_n A/l_n^2$. An atom of area $\Omega$ advances a unit length of step by $\Omega$, so
\begin{equation}
\mu_n=\Omega\frac{\partial E}{\partial x_n}
=2\Omega A\left(l_n^{-3}-l_{n-1}^{-3}\right),
\qquad c_n=c_0\left(1+\frac{\mu_n}{kT}\right).
\end{equation}
The signs follow from $\partial l_n/\partial x_n=-1$ and $\partial l_{n-1}/\partial x_n=+1$. With $\Delta^2a_n=a_{n+1}-2a_n+a_{n-1}$,
\begin{equation}
c_n-c_{n+1}=-\frac{2\Omega Ac_0}{kT}\,\Delta^2(l_n^{-3}).
\end{equation}

Atoms arriving from the upper terrace advance a step, and atoms leaving for the lower one make it retreat: $\dot x_n=\Omega(J_{n-1}-J_n)$. Subtracting the velocities of neighbouring steps gives $\dot l_n=-\Omega\Delta^2J_n$. Now define
\begin{equation}
u=\frac{l}{l_0},\quad r=\frac{\Omega kc_0f}{2},\quad \tau=rt,\quad
\beta=\frac{2\Omega A}{kT\,f\,l_0^4},\quad \epsilon=\frac{l_0}{2d}.
\end{equation}
Then $\Omega J_n=rl_0j_n$, and with $w=u^{-3}$
\begin{equation}
\frac{du_n}{d\tau}=-\Delta^2j_n,\qquad
j_n=\frac{u_n-\beta\Delta^2w_n}{1+\epsilon u_n}.
\label{model}
\end{equation}

As a test, eight steps of unequal spacing were moved with velocities from a numerical energy gradient and the full drift-diffusion solution on each terrace. For the material values used below, the result differed from (\ref{model}) by $3\times10^{-6}$ of the largest rate.

Until finite diffusion is treated, take $\epsilon=0$. For a ripple $\delta u_n\propto e^{iqn}$ on the uniform staircase, $\Delta^2\to-s$ with $s=2-2\cos q$, and $\delta w=-3\delta u$. Hence $\delta j=(1-3\beta s)\delta u$, and the growth rate is $s-3\beta s^2$. Step-down drift is unstable for $s<1/(3\beta)$: a step with a wider terrace behind it receives more atoms than it passes on, advances, and widens that terrace further. Reversing the force makes the drift term stabilizing.

\section{What repulsion does: the steady bunch}

Take a periodic array of bunches, each with $N$ steps and one wide terrace at index $0$. In a steady state $j$ is uniform. Averaging $j=u-\beta\Delta^2w$ over a period removes the difference term and leaves $j=\langle u\rangle=1$, whatever $N$ is. Inside the bunch $u\ll1$, so
\begin{equation}
-\beta\Delta^2w_n=1-u_n\simeq1 .
\end{equation}
On the wide terrace $w$ is nearly zero. Since $\Delta^2[n(N-n)]=-2$,
\begin{equation}
w_n=\frac{n(N-n)}{2\beta},\qquad
u_{\min}=\left(\frac{8\beta}{N^2}\right)^{1/3}.
\label{profile}
\end{equation}
The width of the bunch in units of $l_0$ is the sum of $u_n=w_n^{-1/3}$. With $n=Ns$ and the sum replaced by an integral,
\begin{equation}
W=(2\beta)^{1/3}N^{1/3}\int_0^1[s(1-s)]^{-1/3}ds
=(2\beta N)^{1/3}B_0,
\label{width}
\end{equation}
where $B_0=B(\tfrac23,\tfrac23)\simeq2.053$ is a beta function. Thus $W/N\propto\beta^{1/3}N^{-2/3}$. Compactness means $W/N\ll1$, and this ratio is the small parameter of the analysis.

At $N=256$ the numerically solved bunch has $W=7.51$ for $\beta=0.1$ and $1.61$ for $\beta=0.001$, while (\ref{width}) gives $7.62$ and $1.64$. The integral is larger than the sum of the same function. That function is convex, so each term of the sum is at most the integral over the unit cell centred on it, and the two end half-cells add more. Dropping $u_n$ acts the other way: it makes $w$ too large and the terraces too narrow.

\section{Leading order: how bunches approach one another}

Let bunch $i$ have $N_i$ steps and lie between wide terraces $i-1$ and $i$, with scaled widths $L_{i-1},L_i$ and fluxes $J_{i-1},J_i$ (now scaled as $j$). If all its steps move with one scaled velocity $V_i$, then $j_{n-1}-j_n=V_i$ for each of them. The flux is therefore linear across the bunch, and
\begin{equation}
V_i=\frac{J_{i-1}-J_i}{N_i},\qquad
\frac{dL_i}{d\tau}=V_{i+1}-V_i .
\label{motion}
\end{equation}
Rigidity is consistent at large $N$: velocities are of order $1/N$, whereas a width of order $N^{1/3}$ changing over a time of order $N^2$ gives relative velocities of order $N^{-5/3}$.

The fluxes follow from repulsion at the bunch edges. On the wide terrace $w\simeq0$, so
\begin{equation}
J_i=L_i-\beta(w_{\rm left}+w_{\rm right}),
\end{equation}
where the two values belong to the first narrow terrace on each side. To find one of them, number the terraces of a bunch from the wide one, so that $w_0=w_N=0$. Multiply $-\beta\Delta^2w_n\simeq j_n$ by $1-n/N$ and sum. Shifting the indices moves the difference onto the linear weight, where it vanishes, and the boundary term remains:
\begin{equation}
\beta w_1=\sum_{n=1}^{N-1}\left(1-\frac nN\right)j_n .
\end{equation}
For a flux that runs linearly from $J_i$ to $J_{i+1}$ the integral is
\begin{equation}
N\int_0^1(1-s)\,[J_i(1-s)+J_{i+1}s]\,ds
=N\left(\frac{J_i}{3}+\frac{J_{i+1}}{6}\right).
\end{equation}
Adding both edges and dropping the single $J_i$ against terms of order $N$,
\begin{equation}
L_i=N_i\left(\frac{J_{i-1}}6+\frac{J_i}3\right)
+N_{i+1}\left(\frac{J_i}3+\frac{J_{i+1}}6\right).
\label{resistance}
\end{equation}
The repulsion strength has cancelled: whatever $\beta$ is, the bunch adjusts its terraces until repulsion supplies the edge flux that the drift requires.

Now let equal bunches have slightly unequal separations, $\delta L_i\propto e^{iqi}$. Equations (\ref{resistance}) and (\ref{motion}) become
\begin{equation}
\delta L=\frac{N(4+2\cos q)}6\,\delta J,\qquad
\sigma\,\delta L=\frac{2-2\cos q}{N}\,\delta J,
\end{equation}
and their ratio is the growth rate
\begin{equation}
\sigma(q)=\frac{6(1-\cos q)}{N^2(2+\cos q)} .
\label{dispersion}
\end{equation}
It is largest at $q=\pi$, where alternate terraces close and bunches merge in pairs at the rate $12/N^2$. At $q=\pi/2$ it is $3/N^2$. Linearizing the full step equations at $N=128$ and $\beta=0.001$ gives $\sigma N^2=12.001$ and $3.002$ for these two cases.

Equations (\ref{motion}) and (\ref{resistance}) keep their form under $N\to bN$, $L\to bL$, $\tau\to b^2\tau$ at fixed $J$. In a self-similar population the mean size then obeys
\begin{equation}
\frac{dN}{d\tau}=\frac{C}{2N},\qquad N^2=C\tau,
\label{growth}
\end{equation}
up to a shift in the origin of time. If every bunch grew at the full pairing rate, $dN/d\tau=12/N$ and $C=24$. This is a high estimate, not a proven bound.

The rigid-bunch equations do not cover every stage of a merger. Each edge term in (\ref{resistance}) must be positive, since $w>0$. Next to a closing terrace $i$ one term reaches zero first whenever $J_{i-1}$ and $J_{i+1}$ differ; steps then leave that bunch and cross to the other. That self-similarity survives this exchange is an assumption.

\section{First correction to the pairing rate}

A real bunch deforms slightly as it moves. For the pairing mode the perturbation changes sign after $N$ terraces. On such functions $S=-\Delta^2$ is positive and has an inverse $G$. With $\delta w=-3u^{-4}\delta u$, linearizing (\ref{model}) gives
\begin{equation}
\sigma\,\delta u=S\,(\delta u-3\beta S\,u^{-4}\delta u).
\end{equation}
Applying $G$ twice makes the problem symmetric:
\begin{equation}
\sigma G^2\delta u=(G-3\beta u^{-4})\,\delta u .
\end{equation}
The largest growth rate is therefore the maximum of a Rayleigh quotient,
\begin{equation}
\sigma=\max_y\frac{(y,[G-3\beta u^{-4}]y)}{(y,G^2y)} .
\label{rayleigh}
\end{equation}

First let $y$ be $1$ on the wide terrace and $0$ inside the bunch. The function $G_{n0}=\frac N4(1-2n/N)$ is linear between wide terraces, changes sign after $N$ terraces, and satisfies $SG=1$ at $n=0$. Hence
\begin{equation}
G_{00}=\frac N4,\qquad
(G^2)_{00}=\sum_{n=0}^{N-1}G_{n0}^2=\frac{N(N^2+2)}{48}.
\end{equation}
The repulsion term on the wide terrace, about $3\beta N^{-4}$, is negligible, and $\sigma=12/(N^2+2)$. This recovers the rigid result with a lattice correction of relative size $-2/N^2$.

Next let the inner terraces respond by small amounts $v_n$. Multiply (\ref{rayleigh}) by its denominator and keep the leading terms in $v$:
\begin{equation}
\sigma(G^2)_{00}=G_{00}+\max_v\sum_{n=1}^{N-1}
\left(2h_nv_n-\frac{3\beta v_n^2}{u_n^4}\right),
\quad h_n=G_{n0}-\sigma(G^2)_{n0}.
\end{equation}
The maximum is at $v_n=h_nu_n^4/(3\beta)$, and the sum becomes $\sum h_n^2u_n^4/(3\beta)$. The omitted quadratic terms in $v$ contain $G$ and $G^2$; compared with the term kept they are smaller by a factor of order $\beta^{1/3}N^{-2/3}$.

To find $h$, set $n=Ns$ and solve $S\psi=G_{n0}$ for $\psi=(G^2)_{n0}$. In the continuum this reads $\psi''=-\frac{N^3}4(1-2s)$, and the solution that changes sign after one period is
\begin{equation}
\psi=\frac{N^3}{48}(1-6s^2+4s^3).
\end{equation}
With $\sigma=12/N^2$ in this small term,
\begin{equation}
h=\frac N4\left[(1-2s)-(1-6s^2+4s^3)\right]
=-\frac N2\,s(1-s)(1-2s).
\end{equation}
From (\ref{profile}), $u^4=(2\beta/N^2)^{4/3}[s(1-s)]^{-4/3}$. The sum is then
\begin{equation}
\frac{N^3}{12\beta}\left(\frac{2\beta}{N^2}\right)^{4/3}I
=\frac{(2\beta N)^{1/3}}6\,I,\qquad
I=\int_0^1[s(1-s)]^{2/3}(1-2s)^2ds .
\end{equation}
Because $(1-2s)^2=1-4s(1-s)$, $I=B(\frac53,\frac53)-4B(\frac83,\frac83)$. The recursion $B(a+1,a+1)=\frac{a}{2(2a+1)}B(a,a)$ gives $B(\frac53,\frac53)=B_0/7$ and $B(\frac83,\frac83)=5B_0/182$, so $I=3B_0/91$. Dividing by $G_{00}=N/4$ and using (\ref{width}),
\begin{equation}
\sigma=\frac{12}{N^2}\left[1+\frac{2}{91}\frac WN+O\!\left((W/N)^2\right)\right].
\label{correction}
\end{equation}
Repulsion thus enters at relative order $\beta^{1/3}N^{-2/3}$ with a small coefficient. The correction is positive because the freedom to deform can only raise the maximum in (\ref{rayleigh}). The lattice term $-2/N^2$ is formally of higher order, but it matters numerically when $\beta$ is small.

For $\beta=0.1$ and $N=128$, (\ref{width}) gives $W=6.05$, so the deformation correction is $1.04\times10^{-3}$ and the lattice term $-0.12\times10^{-3}$. The prediction is $\sigma N^2=12.011$; the eigenvalue gives $12.012$. For $\beta=0.001$ both are $12.001$. A hundredfold change of repulsion at fixed $N$ changes the pairing rate by about one part in a thousand.

If a similar correction applied to the whole population, then $dN/d\tau=(C/2N)(1+aN^{-2/3})$. To first order in $a$, separating variables gives $N^2-\frac32aN^{4/3}=C\tau$, or
\begin{equation}
N^2=C\tau+\frac32a(C\tau)^{2/3}.
\end{equation}
The square root would remain the leading law. The value of $a$ for a disordered population is not known from the pairing calculation.

\section{A second case: finite terrace diffusion}

For $\epsilon>0$ the average of $j(1+\epsilon u)=u-\beta\Delta^2w$ gives the steady flux $j_0=1/(1+\epsilon)$. Inside a compact bunch $\epsilon u\ll1$, so the edge sums are unchanged. On the wide terrace $J_i(1+\epsilon L_i)$ replaces $J_i$, and for equal bunches
\begin{equation}
L_i(1-\epsilon J_i)=\frac N6(J_{i-1}+4J_i+J_{i+1}).
\end{equation}
Perturb about $L=N$, $J=j_0$ with alternating signs. Since $1-\epsilon j_0=1/(1+\epsilon)$,
\begin{equation}
\frac{\delta L}{1+\epsilon}=N\left(\frac13+\epsilon\right)\delta J,\qquad
\sigma\,\delta L=\frac4N\delta J,
\end{equation}
\begin{equation}
\sigma=\frac{12}{N^2(1+\epsilon)(1+3\epsilon)}
\simeq\frac{12}{N^2}(1-4\epsilon).
\label{finite}
\end{equation}
At $\epsilon=0.2$ the formula gives $\sigma N^2=6.25$, and the full linearized equations at $N=128$, $\beta=0.001$ give $6.27$. The condition for attachment-limited pairing is $l_0\ll2d$, not $\Lambda\ll2d$. As bunches grow, the wide terrace offers more diffusion resistance, but the $N$ steps in series with it offer proportionally more attachment resistance.

\section{A silicon example}

Take Si(111) heated by direct current near $1200$ K, where $kT=0.1034$ eV. The rough inputs are a field of $5$ V/cm, an effective charge of $0.1e$, $l_0=30$ nm (a miscut of $0.6^\circ$), $A=0.05$ eV\,nm and $\Omega kc_0=6\times10^5$ nm/s. The area per atom is $\Omega=0.0638$ nm$^2$. The field is $5\times10^{-7}$ V/nm, so
\begin{align}
f&=\frac{0.1\times5\times10^{-7}}{0.1034}=4.84\times10^{-7}\ {\rm nm}^{-1},\\
r&=\tfrac12(6\times10^5)(4.84\times10^{-7})=0.145\ {\rm s}^{-1},\\
\beta&=\frac{2(0.0638)(0.05)}{(0.1034)(4.84\times10^{-7})(30)^4}=0.158 .
\end{align}
The linear instability is fastest at a wavelength of $5.8$ steps.

Equation (\ref{model}) with $\epsilon=0$ was integrated for $900$ steps on a ring, from one random start with terrace variations of about $10\%$. A bunch boundary was counted for each run of terraces wider than $l_0$. The mean separation was $293$ nm at $112$ s, $375$ nm at $225$ s, $551$ nm at $450$ s and $730$ nm at $900$ s, while the number of bunches fell from $92$ to $37$. A fit over this interval gives the exponent $0.48$, which passes the test that it lie within $0.1$ of one half. With the exponent held at one half, $C\simeq5.1$, about a fifth of the full-pairing estimate. These digits belong to this start: two other random starts give exponents of $0.47$ and $0.41$ and $C\simeq4.7$, and a tighter integration tolerance changes the count at $450$ s from $49$ bunches to $48$. Single runs over about the same interval with $\beta=0.02$ and $0.5$ give $C=4.2$ and $5.1$ and exponents of $0.44$ and $0.38$, so the independence of $C$ from $\beta$ is seen only within this scatter.

This is one run with few bunches at the end, so it supports the square root without measuring it finely. The cause of the remaining difference is not established; counting noise and the initial transient are candidates. The pairing correction is too small to be the cause if it carries over unchanged: at $N=24$, (\ref{width}) gives a width of $121$ nm, so $W/N=0.17$, the deformation correction is $+0.4\%$ and the lattice term $-2/N^2$ is $-0.3\%$.

At $900$ s, (\ref{law}) gives $l_0(5.09\times0.1451\times900)^{1/2}=773$ nm, against $730$ nm counted. At one hour it gives $1.55\ \mu$m; continuing from the last count with the fitted exponent gives $1.41\ \mu$m. Integrating the same start on to one hour leaves $19$ bunches, a separation of $1.42\ \mu$m, so the hour value is best read as $1.4$ to $1.5\ \mu$m. A steady bunch of $24$ steps is $113$ nm wide, with a tightest terrace of $4.1$ nm; the asymptotic laws give $121$ and $3.9$ nm. At this size the pairing mode grows by a factor $e$ in $331$ s.

Current-driven bunching is a known property of this surface, and the current direction that causes it changes with temperature. Attachment-limited, impermeable steps are an assumption here, and the inputs are good to an order of magnitude at best. Where (\ref{law}) holds, $\Lambda\propto r^{1/2}$ at fixed $l_0$ and $t$, so a fourfold error in the step mobility changes the separation by a factor of two. An error in the effective charge also changes $\beta$, and with it the time bunches need to form, so at early times its effect can differ from this factor. For an assumed $d=300$ nm, $\epsilon=0.05$ and (\ref{finite}) lowers the pairing rate by $17\%$ (the linearized step equations at $N=24$ give $16\%$); if $C$ falls in proportion, $\Lambda$ falls by $8$ to $9\%$. Real steps also meander and can cross between bunches, and the size of that effect is not estimated here.

Sublimation limits this analysis at late times. If $R$ is the rate of loss in bilayers per second, half the loss from a wide terrace is drawn from each edge, and its ratio to the drift flux is $NR/(2r)$. A rough vapour pressure of $10^{-9}$ Torr gives $R=1.2\times10^{-4}$ s$^{-1}$ and a ratio of $0.01$ at $900$ s. The ratio grows with $N$ and reaches one near $N=2r/R\simeq2400$. Sublimation is then no longer a small flux, and the derivation of (\ref{law}), which leaves it out, does not establish the law for bunches of that size. Whether the square root survives there is not decided by this estimate. The weak-drift approximation is safe here, with $f\Lambda=3.5\times10^{-4}$ at $900$ s. The remaining computed values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 1200 K; kT: 0.1034 eV
Field: 5.0 V/cm; effective charge: 0.10 e
Mean terrace l0: 30.0 nm; step height: 0.314 nm
Miscut angle: 0.60 degrees
Area per atom: 0.0638 nm^2; repulsion A: 0.050 eV nm
Step mobility k c0 Omega: 6.00e+05 nm/s
Drift parameter f: 4.835e-07 1/nm
Rate r: 0.1451 1/s; scaled repulsion beta: 0.1576
Fastest linear wavelength: 5.82 steps
Microscopic check, relative error: 3.1e-06
beta=0.001, N=128: pairing rate*N^2 = 12.001
beta=0.001, N=256: bunch width = 1.607 l0, law 1.643 l0
beta=0.100, N=128: pairing rate*N^2 = 12.012
beta=0.100, N=256: bunch width = 7.512 l0, law 7.625 l0
Quarter-wave rate*N^2 (law 3), N=128: 3.002
Finite d, eps=0.2: rate*N^2 = 6.265, law 6.250
Simulated steps: 900; tau from 16.3 to 130.6
t=112 s: 92 bunches, N=9.8, separation=293 nm
t=225 s: 72 bunches, N=12.5, separation=375 nm
t=450 s: 49 bunches, N=18.4, separation=551 nm
t=900 s: 37 bunches, N=24.3, separation=730 nm
Fitted coarsening exponent: 0.476
Coefficient C in N^2 = C tau: 5.09; C/24: 0.212
Law at 900 s: separation 773 nm
Law at 3600 s (extrapolated): separation 1547 nm = 1.55 um
Steady bunch N=24: tightest terrace 4.11 nm, law 3.90 nm
Steady bunch N=24: width 113 nm, law 121 nm
Steady bunch N=24: pairing rate*N^2 = 12.01
Pairing e-folding time at N=24: 331 s
Neglected diffusion: d=300 nm, eps=0.050, rate factor 0.828, separation factor 0.910
Neglected sublimation: vapour pressure 1e-09 Torr, 1.2e-04 bilayers/s
Sublimation flux / drift flux at 900 s: 0.0102
Weak-drift parameter f*separation: 3.5e-04
\end{verbatim}
